# Why Wrapped Coordinates Give the Wrong Velocity Matrix in a Periodic Cell

## Definitions

Consider independent electrons on a lattice that repeats along $x$ with period $L$. The orbital $|j,n\rangle$ is copy $n$ of orbital $j$. It sits at $x_j+nL$, with $0\le x_j<L$; the numbers $x_j$ are the wrapped coordinates. The orbitals are orthonormal, and the position operator is taken to be diagonal in them. The Hamiltonian elements are

$$t_{ij}(n)=\langle i,0|H|j,n\rangle .$$

A Bloch state has amplitudes $\psi_{j,n}=e^{in\theta}\phi_j$, where $\theta=kL$ is the twist across the cell. Inserting this into $H\psi=E\psi$ leaves a finite matrix acting on $\phi$:

$$H_{ij}(\theta)=\sum_n t_{ij}(n)\,e^{in\theta}.$$

Let $X$ be the diagonal matrix of the $x_j$, and define the wrapped velocity

$$W=\frac{i}{\hbar}[H,X],\qquad W_{ij}=\frac{i}{\hbar}H_{ij}(x_j-x_i).$$

## The belief and its appeal

The belief is that $W$ is the velocity matrix of the periodic system, perhaps with a small boundary error that fades as the cell grows.

There are good reasons to think so. The velocity operator is indeed $(i/\hbar)[H,x]$. For a cluster with open ends, $W$ is the correct matrix. In a periodic cell it is Hermitian and treats every interior bond correctly. In a chain of $N$ sites with nearest-neighbour hops, one bond in $N$ is wrong, which looks like a surface effect.

## What the commutator leaves out

On the infinite lattice the position operator has two parts,

$$x=X+L\hat n,$$

where $\hat n$ reads off the cell index. Both parts change in time, so

$$v=\frac{i}{\hbar}[H,X]+L\,\frac{i}{\hbar}[H,\hat n].$$

The second commutator has elements $\langle i,0|[H,\hat n]|j,n\rangle=n\,t_{ij}(n)$. Acting on a Bloch state, each acquires the factor $e^{in\theta}$, and $in\,e^{in\theta}=\partial_\theta e^{in\theta}$. Therefore

$$v=W+LJ_b,\qquad J_b=\frac1\hbar\frac{\partial H}{\partial\theta}.$$

Since $J_b$ is the rate of change of the cell index, it is the particle current through the cell boundary. Written out by elements,

$$v_{ij}=\frac{i}{\hbar}\sum_n t_{ij}(n)e^{in\theta}\,(x_j+nL-x_i).$$

The wrapped commutator is thus one correct part of the velocity, and the fault lies in using it alone.

Take a chain with spacing $a$, $L=Na$ and sites $x_j=ja$, $j=0,\dots,N-1$. The bond from site $N-1$ to the next image of site $0$ has true displacement $0+L-(N-1)a=a$. The wrapped value is $-(N-1)a$: reversed, and nearly as long as the cell. For $N=12$ and $a=0.23$ nm these are $0.23$ nm and $-2.53$ nm, which differ by $L=2.76$ nm.

## The error does not fade

Let each nearest-neighbour element have magnitude $t$, with $N\ge3$. Each bond contributes two matrix elements, so

$$\mathrm{Tr}\,v^2=\sum_{ij}|v_{ij}|^2=\frac{2t^2}{\hbar^2}Na^2 .$$

For $W$, $N-1$ bonds have length $a$ and one has length $(N-1)a$:

$$\mathrm{Tr}\,W^2=\frac{2t^2a^2}{\hbar^2}\left[(N-1)+(N-1)^2\right]=\frac{2t^2a^2}{\hbar^2}N(N-1).$$

The ratio is $N-1$. Site energies do not enter, because they carry no displacement. Disordered chains of 8, 16 and 32 sites gave 7, 15 and 31. One bond in $N$ is wrong, but its squared length grows as $N^2$.

## Every band velocity is lost

For eigenstates $|m\rangle,|n\rangle$ of the finite matrix $H$,

$$\langle m|W|n\rangle=\frac{i}{\hbar}(E_m-E_n)X_{mn}.$$

This vanishes whenever the energies are equal, and in particular for $m=n$. The mean velocity of an eigenstate therefore comes entirely from the boundary term. For a nondegenerate level, the Hellmann–Feynman theorem gives

$$\langle m|v|m\rangle=L\langle m|J_b|m\rangle=\frac{L}{\hbar}\frac{dE_m}{d\theta}=\frac1\hbar\frac{dE_m}{dk},$$

the usual group velocity. In a disordered 12-site ring at $\theta=0.7$, numerical slopes of the levels agreed with the diagonal of $v$. The largest was $0.335$ nm/fs, while the diagonal of $W$ vanished to rounding.

The physical reason is visible in the potential that $X$ represents. A potential energy $-FX$ exerts a uniform force $F$ inside the cell, but it jumps back by $FL$ at the boundary. The jump is an opposing kick that cancels the work done around the ring. Driving a steady current around the ring needs a net electromotive force, and this sawtooth has none.

A clean chain shows both faults of $W$. With $H_{j,j\pm1}=-t$, a plane wave $\phi_j=e^{ikja}/\sqrt N$ has $E_k=-2t\cos ka$, and

$$(v\phi)_j=-\frac{ita}{\hbar}(\phi_{j+1}-\phi_{j-1})=-\frac{ita}{\hbar}(2i\sin ka)\phi_j=\frac{2ta}{\hbar}\sin(ka)\,\phi_j .$$

So $v$ is diagonal. For $W$ between different waves of the same twist, set $q=k'-k$ and $z=e^{-iqa}$, so that $z^N=1$. Multiplying $S=\sum_{j=0}^{N-1}jz^j$ by $z-1$ gives

$$(z-1)S=(N-1)z^N-\sum_{j=1}^{N-1}z^j=(N-1)+1=N .$$

Hence $|X_{k'k}|=(a/N)|S|=a/|z-1|=a/(2|\sin(qa/2)|)$. The energy difference is

$$E_{k'}-E_k=4t\sin\frac{(k+k')a}{2}\,\sin\frac{qa}{2},$$

and the factors of $\sin(qa/2)$ cancel:

$$|W_{k'k}|=\frac{2ta}{\hbar}\left|\sin\frac{(k+k')a}{2}\right|,\qquad k'\ne k.$$

There is no factor $1/N$. With $t=1$ eV, $N=12$ and $ka=1.1055$, the true velocity is $0.625$ nm/fs and the wrapped one is zero. The false element to the next $k$ is $0.684$ nm/fs. Used in an optical formula, such elements would make a clean one-band crystal absorb a uniform field at finite frequency, where the diagonal $v$ allows no transition.

## A packet crossing the boundary

The velocity can also be read directly from motion. A packet with a density of standard deviation three sites was centred on a cell boundary of a long open chain, whose disorder repeated every 40 sites. At the initial instant its centre moved at $0.540$ nm/fs, a value the site energies do not enter; scattering slows the packet within a few femtoseconds. Folding the packet into one cell loses nothing, since it is narrower than the cell, and the image-resolved matrix returned $0.540$ nm/fs. The wrapped matrix returned $-2.33$ nm/fs.

The difference should be $LJ_b$. The density at the packet centre is about $1/(3\sqrt{2\pi})=0.133$ per site, or $0.578$ nm$^{-1}$. Multiplied by the velocity this gives $J_b\approx0.312$ fs$^{-1}$, and with $L=9.20$ nm, $LJ_b\approx2.87$ nm/fs. Indeed $0.540-2.87=-2.33$.

A packet far from the boundary would have $J_b\phi\approx0$, and $W$ would then serve. This is why a trial on a localized interior state can miss the fault.

## The conductivity of a resistive metal

Let a uniform field $F_0\cos\omega t$ act on a cell of volume $\Omega$. Through its vector potential, of amplitude $F_0/\omega$, it couples to $ev$. Each of the two rotating parts has matrix element $eF_0v_{mn}/2\omega$ up to a phase. Fermi's golden rule, with a factor 2 for spin, gives the absorbed power

$$P=2\sum_{mn}(f_n-f_m)\,\hbar\omega\,\frac{2\pi}{\hbar}\frac{e^2F_0^2}{4\omega^2}|v_{mn}|^2\delta(E_m-E_n-\hbar\omega).$$

Setting $P=\Omega\sigma F_0^2/2$ yields

$$\sigma(\omega)=\frac{2\pi e^2}{\Omega\omega}\sum_{mn}(f_n-f_m)|v_{mn}|^2\delta(E_m-E_n-\hbar\omega).$$

As $\omega\to0$, $f_n-f_m\to\hbar\omega(-\partial f/\partial E)$. At low temperature this becomes the Kubo–Greenwood formula

$$\sigma=\frac{2\pi\hbar e^2}{\Omega}\sum_{mn}|v_{mn}|^2\,\delta(E_F-E_m)\,\delta(E_F-E_n).$$

A finite cell has discrete levels, so each delta function is replaced by a Gaussian of standard deviation $s$, which should exceed the level spacing and stay well below the scattering rate.

If $W$ replaces $v$, sharp delta functions give zero. Broadened ones admit pairs with $E_m\ne E_n$, whose energy difference has variance $2s^2$. If $|X_{mn}|^2$ varies little over that range, the false conductivity is proportional to $s^2$: it measures the broadening.

The example is a simple cubic one-band metal with $a=0.23$ nm, $t=1$ eV, one electron per site, and site energies spread uniformly over $w=2$ eV. Their variance is $w^2/12$. With $g=0.1427$ states per eV, site and spin, the golden rule gives

$$\frac{\hbar}{\tau}=2\pi\frac{w^2}{12}g=2\pi(0.333)(0.1427)\ \text{eV}=0.299\ \text{eV},\qquad \tau=2.20\ \text{fs}.$$

Scattering from single sites is isotropic in this approximation, so $\tau$ is also the transport time. The relaxation-time Boltzmann equation then gives $\sigma=2e^2g\langle v_x^2\rangle\tau/a^3$. With an rms velocity of $0.923$ nm/fs, $\langle v_x^2\rangle=0.923^2/3=0.284$ nm²/fs², and $\sigma=2.35$ MS/m, a resistivity of $42.5$ µΩ cm.

The Kubo values below are for cells of $5\times5\times N$ sites, averaged over disorder, twists and Fermi levels within $0.5$ eV of the band centre. Resistivities are in µΩ cm.

| $N$ | $s$ (eV) | with $v$ | with $W$ |
|---|---|---|---|
| 8 | 0.05 | 40.6 | 24,700 |
| 8 | 0.10 | 48.0 | 6,000 |
| 16 | 0.05 | 41.7 | 2,970 |
| 16 | 0.10 | 46.6 | 714 |
| 32 | 0.05 | 44.3 | 274 |
| 32 | 0.10 | 49.1 | 82 |

At $s=0.05$ eV the correct matrix stays within 5% of the Boltzmann value in these cells, with sampling errors of 2 to 3%. The values are not converged in cell size: the cross-section, 1.15 nm, is below the mean free path, and cubes of 8 to 10 sites per side give 44 to 46 µΩ cm at this $s$, some 3 to 6 above the $N=8$ entry. Doubling $s$ raises its resistivity by 11 to 18%. A Drude response reduced by $1/[1+(\Delta E\,\tau/\hbar)^2]$ suggests this size: averaged over the Gaussian spread of $\Delta E$, whose variance is $2s^2$, the loss of conductivity is about 5% and 15% for the two broadenings, so doubling $s$ should raise the resistivity by about 11%. This does not cover the 18% at $N=8$, where the level spacing of 0.035 eV is barely below $s$ and the $m=n$ terms, whose weight goes as $1/s$, carry about 30% of the conductivity at $s=0.05$ eV.

The wrapped resistivity falls by a factor of 4.1 at $N=8$ and 4.2 at $N=16$ when $s$ doubles, close to the expected 4. At $N=32$ the factor is 3.3, perhaps because $|X_{mn}|^2$ then varies within the broadening. The last row is the treacherous one: 82 against 49 µΩ cm could pass for a physical result. The approach to the true value along the table is a crossing, not a convergence: a single $5\times5\times64$ sample gives about 43 and 21 µΩ cm with $W$ for the two broadenings, against 40 and 45 with $v$, and longer cells fall further below. Changing $s$ at fixed $N$ still exposes the fault, but less sharply as the cell grows: the factor of 4 holds for short cells, is about 2 at $N=64$, and in a diffusive estimate tends to $\sqrt2$.

## How the model stands to copper

The model's electron density is roughly copper's, but its resistivity is far above the roughly 2 µΩ cm of pure bulk copper at room temperature. Its random site energies resemble the disorder of a concentrated alloy. Real narrow copper lines owe much of their extra resistivity to surfaces and grain boundaries, which the model omits. For a 10 nm line with 10 nm grains, leading-order estimates with the model's 2.03 nm mean free path add 15% for fully diffuse surfaces and 13% for grain boundaries of assumed reflectivity 0.3. Phonons at 378 K, with an assumed coupling of 0.1, add 7%. Together these would move 42.5 to about 57 µΩ cm. The band itself matters as well. Its rms velocity is 0.593 of the free-electron value at this density. In the Born estimate $g\tau$ is fixed by the disorder, so $\sigma\propto v^2$, and the free-electron velocity would lower the resistivity to about $42.5\times0.593^2=15$ µΩ cm. That figure is for free electrons, not copper: hybridization with $d$ bands, left out here, lowers copper's mean Fermi velocity to roughly 1.1 nm/fs, for which the same scaling gives about 30 µΩ cm.

## What to compute instead

Keep the image index $n$ of every hop and use its true displacement. Equivalently, place the phase on all bonds,

$$\tilde H_{ij}=\sum_n t_{ij}(n)\,e^{ik(x_j+nL-x_i)},$$

and use $(1/\hbar)\,\partial\tilde H/\partial k$. The derivative brings down $i(x_j+nL-x_i)$, so this is $v$ in the basis with phases $e^{ikx_j}$ absorbed; eigenvectors must be taken in the same basis. Differentiating $H(\theta)$, with phases on boundary bonds alone, gives $LJ_b$ and makes the opposite omission, that of $W$.

Replacing $x_j-x_i$ by its minimum image works if every hop is shorter than $L/2$. Beyond that it picks the wrong copy: on a five-site ring a hop of $+3$ sites is read as $-2$. With such hops of $0.3$ eV added to a disordered ring, level velocities were wrong by up to $0.93$ nm/fs. The sum over images remained correct.

If the position operator has elements between different orbitals, as on atoms with both $s$ and $p$ states, their cell-periodic matrix $d$ adds $(i/\hbar)[H,d]$. That commutator is legitimate, because $d$ repeats from cell to cell; the coordinate $x$ does not. The numerical output gives the remaining digits.

## Computed values

```
site spacing a = 0.23 nm, hopping t = 1.0 eV
full width of site disorder w = 2.0 eV
ring: N = 12, L = 2.76 nm, twist = 0.7 rad
boundary bond: true step 0.23 nm, wrapped step -2.53 nm
disordered ring: largest level velocity 0.3354 nm/fs
clean ring, ka = 1.1055: true velocity 0.6246 nm/fs
  wrapped velocity of that state 0.0000 nm/fs
  false wrapped element to next k 0.6844 nm/fs (true: 0.0000)
packet on boundary of 40-site cell (L = 9.20 nm):
  velocity from its motion 0.5399 nm/fs
  image-resolved matrix 0.5399 nm/fs, wrapped -2.3319 nm/fs
N = 8: Tr W^2 / Tr v^2 = 7.0000
N = 16: Tr W^2 / Tr v^2 = 15.0000
N = 32: Tr W^2 / Tr v^2 = 31.0000
5-site cell with 3-site hops of 0.3 eV: minimum-image error up to 0.925 nm/fs
density of states 0.1427 per eV, site and spin
scattering rate hbar/tau = 0.299 eV, tau = 2.20 fs
rms Fermi velocity 0.923 nm/fs, mean free path 2.03 nm
Boltzmann: sigma = 2.352 MS/m, resistivity = 42.5 uOhm cm
Kubo cells 5 x 5 x N; Fermi levels averaged over +-0.5 eV
N = 8, L = 1.84 nm, 32 samples, std error 3.3 %
  broadening 0.05 eV: resistivity true 40.6, wrapped 24725 uOhm cm; sigma ratio 0.0016
  broadening 0.10 eV: resistivity true 48.0, wrapped 5997 uOhm cm; sigma ratio 0.0080
N = 16, L = 3.68 nm, 16 samples, std error 2.3 %
  broadening 0.05 eV: resistivity true 41.7, wrapped 2965 uOhm cm; sigma ratio 0.0141
  broadening 0.10 eV: resistivity true 46.6, wrapped 714 uOhm cm; sigma ratio 0.0653
N = 32, L = 7.36 nm, 8 samples, std error 2.4 %
  broadening 0.05 eV: resistivity true 44.3, wrapped 274 uOhm cm; sigma ratio 0.1616
  broadening 0.10 eV: resistivity true 49.1, wrapped 82 uOhm cm; sigma ratio 0.5974
use temperature 378 K, kT = 0.0326 eV; line width and grain size 10 nm
rough inputs: phonon coupling 0.1, grain reflectivity 0.3
phonon rate 0.0205 eV, adds 6.8 % to resistivity
thermal window instead of +-0.5 eV: sigma changes by 0.6 %
diffuse surfaces add 15.2 %, grain boundaries 13.1 %
free-electron Fermi velocity at this density 1.557 nm/fs, model/free = 0.593
k_F times mean free path = 27.3
```
